# Why local potentials miss LO–TO splitting, and what Ewald terms restore

## Two waves in a crystal of fixed charges

Take a rocksalt crystal AB with point charges $+Z$ on A and $-Z$ on B, bond length $d$ and primitive cell volume $\Omega=2d^3$. Energies are in eV, lengths in Å, charges in $e$, and $k_e=e^2/4\pi\varepsilon_0$. Displace the A lattice against the B lattice by $\mathbf u\cos qz$ with $qd\ll1$. Fields are treated electrostatically throughout, so $q\to0$ means $q$ small against $1/d$ but large against $2\pi\nu/c$, about $3\times10^{-5}$ Å$^{-1}$ at 15 THz; below that the transverse wave mixes with light. Each cell acquires a dipole $Z\mathbf u\cos qz$, so the polarisation is $\mathbf P=(Z/\Omega)\mathbf u\cos qz$, with bound charge $\rho=-\nabla\cdot\mathbf P$.

For the transverse wave, $\mathbf u\parallel x$, $P_x$ does not depend on $x$, so $\rho=0$ and there is no macroscopic field. For the longitudinal wave, $\mathbf u\parallel z$, Gauss's law $\partial_zE_z=4\pi k_e\rho=-4\pi k_e\,\partial_zP_z$ gives $E_z=-4\pi k_eP_z$. The force on A is $ZE_z=-(4\pi k_eZ^2/\Omega)\,u\cos qz$, an extra restoring force. With $K$ the force constant of the relative displacement,
$$K_L-K_T=\frac{4\pi k_eZ^2}{\Omega}\qquad(q\to0).$$
The charge density is proportional to $q$, the sheets of charge are $\pi/q$ thick, and the field, which integrates one over the other, is independent of $q$. An atom looking at its neighbours within a distance $R\ll1/q$ sees a uniform shift of one sublattice, along $x$ in one wave and along $z$ in the other, and the cube maps one onto the other. The information that separates the waves lies a wavelength away.

## What a finite range implies

A neural potential writes $E=\sum_i\epsilon_i$. With cutoff $r_c$ and $T$ layers of message passing, $\epsilon_i$ depends on atoms at most $T$ hops from $i$, whatever the tensor rank of the messages. If atoms $j$ and $l$ are more than $2T$ hops apart, no $\epsilon_i$ contains both, since $j$ to $i$ to $l$ would be a path of at most $2T$ hops. Each $\epsilon_i$ then cancels in the mixed energy $E(\mathbf u_j,\mathbf u_l)-E(\mathbf u_j,0)-E(0,\mathbf u_l)+E(0,0)$, which is exactly zero for displacements that leave the graph unchanged. The same holds for any two local changes made with all other atoms held fixed, so two distant charged defects have no Coulomb $1/R$ interaction and two displaced ions no direct $1/R^3$ one. Relaxing the surrounding lattice can still couple them elastically. In a random-weight network on the rocksalt nearest-neighbour graph, with scalar and vector features, shifting two atomic planes gave a mixed energy (arbitrary units) of $-3.6\times10^{-2}$ at 2 hops and $9\times10^{-16}$, the rounding level, at 3 hops for $T=1$; for $T=2$ it gave $1.2\times10^{-5}$ at 4 hops and zero at 5.

The force constants $\Phi(\mathbf r)=\partial^2E/\partial\mathbf u_j\partial\mathbf u_l$ therefore vanish beyond $R=2Tr_c$, and each sublattice block $K_{\kappa\kappa'}(\mathbf q)=\sum_{\mathbf r}\Phi(\mathbf r)e^{i\mathbf q\cdot\mathbf r}$ is a finite sum, analytic in $\mathbf q$. Every rocksalt site is an inversion centre, so $\Phi(-\mathbf r)=\Phi(\mathbf r)$ and the exponential becomes a cosine. From $1-\cos s\le s^2/2$,
$$|K(\mathbf q)-K(0)|\le\tfrac12q^2R^2\sum_{\mathbf r}|\Phi(\mathbf r)|$$
element by element. $K(0)$ has no direction in it and commutes with the cubic group, so each block is a multiple of the unit matrix. Hence $K_L-K_T=O(q^2)$ for any weights. For the $T=2$ network, second differences of the energy of frozen waves in cells 32 and 64 cube edges long give splittings in the ratio 3.99, against 4 for a pure $q^2$ law.

The real-space origin is the dipole kernel. Two dipoles interact by $\mathbf p\cdot\mathsf T\cdot\mathbf p'$ with $\mathsf T_{\alpha\beta}=-k_e\partial_\alpha\partial_\beta r^{-1}=k_e(\delta_{\alpha\beta}-3\hat r_\alpha\hat r_\beta)/r^3$. Consider a local model that keeps this tail out to $R_c$ and drops the rest. In the pattern $\mathbf u_A=-\mathbf u_B$ all sites carry equal dipoles, and for $\mathbf q\parallel z$ the splitting is governed by $\sum(\mathsf T_{zz}-\mathsf T_{xx})\cos qz$ with $\mathsf T_{zz}-\mathsf T_{xx}=3k_e(x^2-z^2)/r^5$. For $qd\ll1$ and $R_c\gg d$ the sum becomes an integral with site density $d^{-3}$. Averaging over azimuth turns $x^2$ into $r^2(1-\eta^2)/2$, $\eta=\cos\theta$, so $3(x^2-z^2)/r^2\to\tfrac32(1-3\eta^2)=-3P_2(\eta)$. With $\int_{-1}^1P_2(\eta)\cos(s\eta)\,d\eta=-2j_2(s)$ the angular integral is $(-3)(2\pi)(-2j_2)=12\pi j_2(qr)$. The radial measure is $r^2dr/r^3$, and $d(j_1/s)/ds=-j_2/s$ with $j_1/s\to\tfrac13$ at the origin, so with $x_c=qR_c$
$$12\pi\int_0^{x_c}\frac{j_2(s)}{s}ds=4\pi\left[1-\frac{3j_1(x_c)}{x_c}\right].$$
The bracket is the fraction of the splitting kept. It tends to 1 as $R_c\to\infty$ at fixed $q$, and $j_1=s/3-s^3/30+\dots$ makes it $x_c^2/10$ as $q\to0$ at fixed $R_c$. The two limits do not commute. The fraction is only about 0.1 at $x_c=1$ and nears 1 when $x_c$ is several units. A local model can therefore imitate the longitudinal branch for $q$ of several times $1/R_c$, which includes the nonzero wavevectors of a training cell with edge comparable to $R_c$ (the smallest is $2\pi$ over the edge), and must lose it for $q\ll1/R_c$.

## A solvable polarisable crystal

Electrons move in the field, so a realistic reference needs one more variable. Give A the charge $Z$, and split B into a core of charge $Y-Z$ and a Wannier centroid of charge $-Y$, the mean of the Wannier centres on that anion, at $\mathbf u_B+\mathbf w$. The site dipoles are $\mathbf p_A=Z\mathbf u_A$ and $\mathbf p_B=(Y-Z)\mathbf u_B-Y(\mathbf u_B+\mathbf w)=-Z\mathbf u_B-Y\mathbf w$. The energy is
$$E=E_{\rm sr}+\sum_B\tfrac12k\,|\mathbf w-\mathbf w_0|^2+E_{\rm C},\qquad\mathbf w_0=\frac{c_0}{2}\sum_{\hat n}\hat n\,\hat n\cdot(\mathbf u_A-\mathbf u_B),$$
with $\hat n$ running over the six bonds of B. $E_{\rm sr}$ holds central springs $k_1$ on first and $k_2$ on second neighbours, and $E_{\rm C}$ is the Coulomb energy without the core–centroid term of one site, which is part of $k$. At harmonic order $E_{\rm C}$ is the dipole–dipole energy alone. The static potential of the other ions has no gradient at a site, by inversion, and its second derivative is a multiple of the unit tensor, by cubic symmetry, with zero trace, by Laplace's equation.

The lattice sum $\mathsf T_{\kappa\kappa'}(\mathbf q)=\sum'\mathsf T(\mathbf r)e^{i\mathbf q\cdot\mathbf r}$ is done by smearing $1/r\to\operatorname{erf}(r/2\sigma)/r$, whose transform is $4\pi e^{-\sigma^2k^2}/k^2$, with $\sigma$ small enough that neighbours do not overlap. Each derivative becomes $i\mathbf k$, so $-\partial\partial\to\mathbf k\mathbf k$, and Poisson summation gives, with $\mathbf k=\mathbf q+\mathbf G$ and $\boldsymbol\tau$ the offset of the sublattices,
$$\mathsf T_{\kappa\kappa'}(\mathbf q)=\frac{4\pi k_e}{\Omega}\sum_{\mathbf G}\frac{\mathbf k\mathbf k}{k^2}e^{-\sigma^2k^2}e^{-i\mathbf G\cdot\boldsymbol\tau}-\delta_{\kappa\kappa'}\frac{k_e}{6\sqrt\pi\sigma^3}\mathsf 1 .$$
The last term removes $\mathbf r=0$: from $\operatorname{erf}s\approx(2/\sqrt\pi)(s-s^3/3)$ the smeared potential is $(1-r^2/12\sigma^2)/\sigma\sqrt\pi$, and $-\partial_\alpha\partial_\beta$ of it is $\delta_{\alpha\beta}/6\sqrt\pi\sigma^3$. Define $L=4\pi k_e/3\Omega$. As $q\to0$ the $\mathbf G=0$ term tends to $3L\,\hat q\hat q$. The remainder is analytic, so at $q=0$ it is $t\,\mathsf 1$ by cubic symmetry. The trace of the kernel is $-\nabla^2$ of the smeared potential, a Gaussian that is negligible at every neighbour, so $3L+3t=0$. All three blocks then tend to $L(3\hat q\hat q-\mathsf 1)$, with eigenvalue $\lambda=-L$ for transverse and $\lambda=+2L$ for longitudinal dipoles. The $-L$ is the Lorentz local field and the $3L$ the macroscopic field.

Let $u=u_A-u_B$ along the polarisation. As $q\to0$ the second-neighbour springs join equally displaced atoms and drop out, two bonds are stretched so $K_{\rm sr}=2k_1$, and $\sum\hat n\hat n=2\cdot\mathsf 1$ gives $w_0=c_0u$. Equal blocks let the dipoles enter through $p=p_A+p_B=Zu-Yw$. Per cell,
$$E=\tfrac12K_{\rm sr}u^2+\tfrac12k(w-c_0u)^2+\tfrac12\lambda p^2 .$$
Electrons follow adiabatically, $\partial E/\partial w=k(w-c_0u)-Y\lambda p=0$, so $w=c_0u+Y\lambda p/k$. With $Z_0=Z-Yc_0$ and $\alpha=Y^2/k$, substitution gives $p=Z_0u-\alpha\lambda p$, or $p=Z_0u/(1+\alpha\lambda)$. The last two energy terms become $\tfrac12\alpha\lambda^2p^2+\tfrac12\lambda p^2=\tfrac12\lambda(1+\alpha\lambda)p^2$, and
$$K(\lambda)=K_{\rm sr}+\frac{\lambda Z_0^2}{1+\alpha\lambda}.$$
The stationary point is a minimum when $k+\lambda Y^2>0$, which for the transverse wave requires $\alpha L<1$.

The Born charge is the dipole per displacement at zero macroscopic field, which is the transverse case: $Z^*=Z_0/(1-\alpha L)$. For the electronic dielectric constant, clamp $u=0$ and apply a macroscopic field $\mathcal E$. The energy $\tfrac12kw^2-\tfrac12Lp^2-p\mathcal E$ with $p=-Yw$ is stationary at $kw+Y(Lp+\mathcal E)=0$, so $p=\alpha(Lp+\mathcal E)=\alpha\mathcal E/(1-\alpha L)$ and
$$\varepsilon_\infty=1+\frac{4\pi k_e}{\Omega}\frac{p}{\mathcal E}=1+\frac{3\alpha L}{1-\alpha L}=\frac{1+2\alpha L}{1-\alpha L}.$$
The splitting follows by subtraction:
$$K_{LO}-K_{TO}=LZ_0^2\,\frac{2(1-\alpha L)+(1+2\alpha L)}{(1-\alpha L)(1+2\alpha L)}=\frac{3LZ_0^2}{(1-\alpha L)^2}\,\frac{1-\alpha L}{1+2\alpha L}=\frac{4\pi k_e}{\Omega}\frac{Z^{*2}}{\varepsilon_\infty}.$$
One factor $Z^*/\varepsilon_\infty$ is the dipole of the longitudinal wave, $p=Z_0u/(1+2\alpha L)=Z^*u/\varepsilon_\infty$, reduced because the field pushes the centroid back. The other factor $Z^*$ converts the field $-3Lp$ into a force. At $\alpha=0$, $c_0=0$ the opening result returns.

The same argument holds for any insulator. Write $\mathbf P=\sum_\kappa Z^*_\kappa\mathbf u_\kappa/\Omega+(\varepsilon_\infty-\mathsf 1)\boldsymbol{\mathcal E}/4\pi k_e$. A curl-free field has $\boldsymbol{\mathcal E}=\mathcal E\hat q$, and Gauss's law $\hat q\cdot(\boldsymbol{\mathcal E}+4\pi k_e\mathbf P)=0$ gives $\mathcal E\,\hat q\cdot\varepsilon_\infty\cdot\hat q=-(4\pi k_e/\Omega)\sum_\kappa\hat q\cdot Z^*_\kappa\mathbf u_\kappa$. The energy has the cross term $-\boldsymbol{\mathcal E}\cdot Z^*_\kappa\mathbf u_\kappa$, so the force on $\kappa$ is $\mathcal E\,\hat q\cdot Z^*_\kappa$, and
$$K^{\rm NA}_{\kappa\kappa'}=\frac{4\pi k_e}{\Omega}\frac{(\hat q\cdot Z^*_\kappa)(\hat q\cdot Z^*_{\kappa'})}{\hat q\cdot\varepsilon_\infty\cdot\hat q}.$$
This depends on the direction of $\mathbf q$ but not on its length, which is what nonanalytic means here. For isotropic tensors it is the $\mathbf G=0$ term of $\mathsf T$ times $Z^*_\kappa Z^*_{\kappa'}/\varepsilon_\infty$, so distant force constants tend to $Z^*_\kappa Z^*_{\kappa'}\mathsf T(\mathbf r)/\varepsilon_\infty$. In a static field with free ions $K_{TO}u=Z^*\mathcal E$, so $\varepsilon_0=\varepsilon_\infty+3LZ^{*2}/K_{TO}$, and division by $\varepsilon_\infty$ gives the Lyddane–Sachs–Teller relation $\varepsilon_0/\varepsilon_\infty=K_{LO}/K_{TO}$.

## An Ewald term on learned local quantities

Add to the network the reciprocal-space energy of smeared charges $q_j$ in a periodic cell of volume $V=N_c\Omega$,
$$E_{\rm lr}=\frac1{2V}\sum_{\mathbf k\ne0}\frac{4\pi k_e}{k^2}e^{-\sigma^2k^2}|S(\mathbf k)|^2,\qquad S(\mathbf k)=\sum_jq_je^{-i\mathbf k\cdot\mathbf r_j},$$
where $\sigma$ may now be large, the difference from point charges being short-ranged. Let a wave $u\,e^{iqz}$ change the charges by $\delta q_\kappa e^{iqz}$. Expanding the exponential, the first-order amplitude per cell at $\mathbf k=\mathbf q$ is $\varrho=\sum_\kappa(\delta q_\kappa-i\mathbf q\cdot\mathbf p_\kappa)$. A cosine wave has $|S(\pm\mathbf q)|=N_c|\varrho|/2$; the two terms give $N_c\cdot\tfrac14(4\pi k_e/\Omega)e^{-\sigma^2q^2}|\varrho|^2/q^2$, to be matched with the average $\tfrac14Ku^2$ per cell. If $\varrho=-iqZ_{\rm eff}u$ for the longitudinal wave and zero for the transverse one,
$$K_L-K_T\to\frac{4\pi k_e}{\Omega}Z_{\rm eff}^2 ,$$
independent of $\sigma$. Terms with $\mathbf k=\mathbf q+\mathbf G$, $\mathbf G\neq0$, and second-order changes of charge or position acting in the static potential are analytic in $\mathbf q$ when the charges are local functions, and contribute $O(q^2)$ by the earlier argument.

For learned charges take the simplest local form, $q_A=\bar q+\sum_{\rm bonds}[f_A(r)-f_A(d)]$ and $q_B=-\bar q+\sum_{\rm bonds}[f_B(r)-f_B(d)]$. Move A longitudinally. An A atom shortens one bond by $u$ and lengthens the opposite one by $u$, so $\delta q_A=0$. A B atom at $z$ has its upper bond lengthened by $u(z+d)$ and its lower bond shortened by $u(z-d)$, so $\delta q_B=f_B'u(e^{iqd}-e^{-iqd})\approx2iqdf_B'u$. Then $\varrho=2iqdf_B'u-iq\bar qu$. Moving B instead gives $\varrho=2iqdf_A'u+iq\bar qu$. Factoring out $-iqu$,
$$Z^*_A=\bar q-2df_B',\qquad Z^*_B=-\bar q-2df_A'.$$
In the transverse wave both $\pm x$ neighbours lie in one plane and move equally, and the other bonds keep their length at first order, so $\varrho=0$. The charge change vanishes as $q\to0$, yet it is of the same order as $\mathbf q\cdot\mathbf p$ and survives division by $q$: the Born charge is not the static charge. The sum is $-2d(f_A'+f_B')$. It vanishes when each bond moves charge from one end to the other, $f_B'=-f_A'$. Otherwise a rigid long-wave compression creates net charge, and the longitudinal acoustic pattern $u_A=u_B$ costs $(4\pi k_e/\Omega)(Z_A^*+Z_B^*)^2$. Mixing with the optical displacement lowers this cost but cannot remove it, since the $2\times2$ longitudinal force-constant matrix has determinant $K_T(4\pi k_e/\Omega)(Z_A^*+Z_B^*)^2\neq0$, so the acoustic branch acquires a spurious gap.

For learned centroids take the equivariant form $\mathbf w=\sum_{\rm bonds}g(r)\hat r$. For a bond vector $d\hat n+\mathbf u$, the length changes by $\hat n\cdot\mathbf u$ and the direction by $(\mathsf 1-\hat n\hat n)\mathbf u/d$. Using $\sum\hat n\hat n=2\cdot\mathsf 1$ and $\sum(\mathsf 1-\hat n\hat n)=4\cdot\mathsf 1$, a long wave gives $\mathbf w=c\,\mathbf u$ with $c=2g'+4g/d$. The cell dipole is $(Z-Yc)u$, so $Z^*_A=-Z^*_B=Z-Yc$. The sum rule holds for any $g$, because the charges are fixed and $\mathbf w$ depends on relative positions.

The centroid map is itself a finite-range function, so it has one $c$ for both waves. The reference has two, $w/u=c_0+Y\lambda(p/u)/k$. For the transverse wave, and for uniform displacements in a periodic cell where $\mathbf k=0$ is omitted, this is $c^*=c_0-YLZ^*/k$, and $Z-Yc^*=Z_0+\alpha LZ^*=Z^*$, the last step being the definition $Z^*(1-\alpha L)=Z_0$. A map trained on that response has the right Born charge, but its splitting is $4\pi k_eZ^{*2}/\Omega$, too large by $\varepsilon_\infty$. The short-range network cannot compensate, its own splitting being $O(q^2)$. The Ewald term on local charges or centres thus restores the nonanalytic form with $\varepsilon=1$. For isotropic $\varepsilon_\infty$, dividing $E_{\rm lr}$ by it, or equivalently using effective charges $Z^*/\sqrt{\varepsilon_\infty}$, repairs the limit, but such charges no longer give the polarisation. For anisotropic $\varepsilon_\infty$ the denominator depends on $\hat q$, and $k^2$ must become $\mathbf k\cdot\varepsilon_\infty\cdot\mathbf k$. Letting $\mathbf w$ respond to the Ewald field, as in the reference, gives the model its own $Z^*$ and $\varepsilon_\infty$ and the splitting $4\pi k_eZ^{*2}/\Omega\varepsilon_\infty$ built from them. A large $\sigma$ changes the local field, so these two values then depend on $\sigma$, and $k$ and $c_0$ must be refitted to recover those of the reference.

Response through the charges can overshoot. In charge equilibration, $\sum_j(\chi_jq_j+\tfrac12Jq_j^2)+E_{\rm lr}$ is minimised with the total charge fixed and nothing else, so a cell charge $\delta Q\,e^{iqz}$ is free. To leading order in $q$, with $\mathbf G\ne0$ terms absorbed into a hardness $\tilde J$ and a charge $\tilde Z$, minimise $\tfrac12\tilde J|\delta Q|^2+\tfrac12A|\delta Q-s|^2$ with $A=4\pi k_e/\Omega q^2$ and $s=iq\tilde Zu$. The minimum is at $\delta Q=As/(\tilde J+A)$ with energy $\tfrac12|s|^2A\tilde J/(\tilde J+A)$, so the $\mathbf G=0$ contribution to $K_L$ is
$$\frac{4\pi k_e\tilde Z^2}{\Omega}\,\frac{q^2}{q^2+\kappa^2},\qquad\kappa^2=\frac{4\pi k_e}{\Omega\tilde J}.$$
This is metallic screening, $\varepsilon(q)=1+\kappa^2/q^2$ for $\sigma q\ll1$, and for finite $\tilde J$ the splitting vanishes as $q^2$.

## Numbers

The parameters are round model values: cube edge 4 Å ($d=2$ Å, $\Omega=16$ Å$^3$), masses 50 and 20 u ($\mu=50\cdot20/70=14.29$ u), $Z=2$, $Y=8$, $c_0=0.1$, and $k=500$, $k_1=12$, $k_2=2$ eV/Å$^2$. The reference has point dipoles, one polarisable sublattice and an unrelaxed cell, and represents no material. With $k_e=14.40$ eV Å, $4\pi k_e/\Omega=11.309$ and $L=3.770$ eV/Å$^2$. Then $\alpha=64/500=0.128$ Å$^2$/eV, $\alpha L=0.4825$ and $Z_0=2-0.8=1.2$, so
$$Z^*=\frac{1.2}{0.5175}=2.319,\qquad\varepsilon_\infty=1+\frac{1.4476}{0.5175}=3.80 .$$
$K_{TO}=24-3.770\cdot1.44/0.5175=13.51$ eV/Å$^2$, the splitting is $11.309\cdot2.319^2/3.7975=16.02$, and $K_{LO}=29.52$ eV/Å$^2$. Evaluating the $\mathbf G$ sum at $\sigma=0.25$ Å and eliminating $\mathbf w$ by matrix inversion at small $q$ gives the same values. The static constant is $\varepsilon_0=3.80\cdot29.52/13.51=8.30$. The optical frequency is $\nu=\sqrt{K/\mu}/2\pi$.

For the local centroid, $c^*=0.1-8\cdot3.770\cdot2.319/500=-0.0399$. With $g=g_0e^{-(r-d)/\ell}$ and $\ell=0.5$ Å, $c=g_0(4/d-2/\ell)=-2g_0$ per Å, so $g_0=0.0199$ Å. The full nonlinear $E_{\rm lr}$ with $\sigma=0.7$ Å was evaluated for longitudinal and transverse frozen waves at $q=0.098$ and $0.049$ Å$^{-1}$, differenced in the amplitude, and extrapolated to $q=0$ by cancelling the $q^2$ term. It gives 60.82 eV/Å$^2$, equal to $11.309\cdot2.319^2$ and 3.80 times the reference. If each model's short-range part is fitted to the same $K_{TO}$, all share $\nu_{TO}=15.2$ THz (507 cm$^{-1}$), and $\nu_{LO}=\nu_{TO}\sqrt{K_{LO}/K_{TO}}$ as $q\to0$:

| long-range treatment | $K_{LO}$ (eV/Å$^2$) | $\nu_{LO}$ (THz) | cm$^{-1}$ |
|---|---|---|---|
| none | 13.51 | 15.2 | 507 |
| local centroid | 74.33 | 35.7 | 1190 |
| local centroid, divided by $\varepsilon_\infty$ | 29.52 | 22.5 | 750 |
| self-consistent centroid (the reference) | 29.52 | 22.5 | 750 |

Relative to the reference, omitting the term leaves $\nu_{LO}$ 32% low and the unscreened term puts it 59% high. The effective charge that gives the right splitting is $2.319/\sqrt{3.7975}=1.19$, about half of $Z^*$.

For learned charges, $f_A=f_0e^{-(r-d)/\ell}$ with $f_0=-0.1$ has $f_A'=0.2$ Å$^{-1}$. With $\bar q=1.5$ and $f_B=-f_A$, $Z^*_A=1.5+2\cdot2\cdot0.2=2.3$ and the splitting is $11.309\cdot5.29=59.83$ eV/Å$^2$; frozen waves give 59.83 at both $\sigma=0.7$ and 1.0 Å, where the static charge alone would enter as $1.5^2$ in place of $2.3^2$. The acoustic pattern gives $6\times10^{-5}$ eV/Å$^2$, zero on that scale. With $f_B=-f_A/2$, $Z_A^*=1.9$ and $Z_B^*=-2.3$, and the acoustic pattern costs $11.309\cdot0.16=1.81$ eV/Å$^2$, as the frozen waves also give. For charge equilibration with $J=10$ eV, $\chi_B=-\chi_A=15$ eV and $\sigma=0.7$ Å, the static charge is 1.408, which, held fixed on the atoms and unscreened, would split the branches by 22.4 eV/Å$^2$. The frozen waves give 0.0862 and 0.0216 eV/Å$^2$ at the two wavevectors, a ratio of 3.99, and the smaller is 0.1% of the unscreened value. Here $\tilde J=5.06$ eV, $\tilde Z=1.45$ and $\kappa=1.50$ Å$^{-1}$, so the $\mathbf G=0$ term gives 0.0257 eV/Å$^2$ at the smaller wavevector, and analytic terms, also of order $q^2$, make up the difference.

In real space, $K^{zz}_{AA}-K^{xx}_{AA}$ of the reference was transformed over a uniform Brillouin-zone grid and divided by the same transform of the bare kernel, which removes the leading effect of periodic images. On a $20^3$ grid, at separations 12, 16 and 20 Å along $z$, the ratio is 1.484, 1.450 and 1.433. Inversion allows even degrees in $\mathbf q$, and two more powers of $q$ mean two more derivatives, so corrections run in $1/R^2$. A quadratic in $1/R^2$ through the three points extrapolates to 1.405, which is 0.8% below $Z^{*2}/\varepsilon_\infty=1.416$. The remainder is image error left after the division: on a $40^3$ grid the ratios are 1.485, 1.451 and 1.438, and the same extrapolation gives 1.417.

For a tail cut at $R_c=11$ Å, the explicit sum over sites keeps fractions 0.005, 0.124 and 0.610 at $q=0.02$, 0.1 and 0.25 Å$^{-1}$, against 0.005, 0.116 and 0.578 from the continuum formula, which is 5 to 6% below the sum at the two larger wavevectors. At $R_c=41$ Å and $x_c=2$ the values are 0.348 and 0.347, consistent with a discreteness error that shrinks as $R_c/d$ grows. The formula reaches one half at $x_c=2.50$, or $q=2.50/11=0.23$ Å$^{-1}$. Doubling the range halves that wavevector and leaves the value at $q\to0$ at zero.

Numerical values quoted here were computed with a short program.
